# Secondary-Ion Survival and Inverse Escape Velocity: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First half: survival from a rate equation

### A layer with a constant rate

Suppose that a positive ion crosses a layer of thickness $d$ in front of a metal surface. Inside the layer it can capture an electron from the metal with a constant probability per unit time $\Gamma_s$; outside, it cannot. Its velocity $v$ along the outward normal is constant, and a neutralized particle never becomes an ion again.

The crossing takes a time $d/v$. Divide this time into $n$ equal intervals. The ion survives one short interval with probability $1-\Gamma_s d/(nv)$. To survive the layer it must survive every interval, so the probabilities multiply:

$$
P=\lim_{n\to\infty}\left(1-\frac{\Gamma_s d}{nv}\right)^n
=\exp\left(-\frac{\Gamma_s d}{v}\right).
$$

The inverse velocity is the time spent per unit distance. A slower ion is exposed for longer, and the exposure time stands in the exponent because survival is a product over intervals.

A real charge-transfer rate has no sharp outer edge. Electron states of the metal and of the atom overlap through their tails, and the overlap falls roughly exponentially with separation. The layer must therefore be replaced by a rate that decreases continuously.

### The exponential rate

Let $z$ be the distance from the image plane, the plane from which the classical image potential is measured. The particle starts as an ion at $z_0$, and $s=z-z_0$ is the distance travelled along the normal. The neutralization rate is

$$
\Gamma(s)=\Gamma_s e^{-s/\lambda},
$$

where $\Gamma_s$ is its value at the start and $\lambda$ its decay length. This is the total rate into all neutral states that count as neutralized. It is a probability per unit time; the corresponding energy width is $\hbar\Gamma$.

Let $P(t)$ be the probability that the particle is still an ion at time $t$, given that it was one at $t=0$. During $dt$ a fraction $\Gamma\,dt$ of the surviving ions is lost, so

$$
\frac{dP}{dt}=-\Gamma P,\qquad P(0)=1.
$$

There is no gain term because reionization is excluded. Division by $P$ gives $d\ln P=-\Gamma\,dt$. At constant normal velocity $dt=ds/v$, and therefore

$$
\ln P(s)=-\frac1v\int_0^s\Gamma(s')\,ds'.
$$

For the exponential rate the integral is

$$
\int_0^s\Gamma_s e^{-s'/\lambda}ds'
=\Gamma_s\left[-\lambda e^{-s'/\lambda}\right]_0^s
=\lambda\Gamma_s\left(1-e^{-s/\lambda}\right).
$$

With the characteristic velocity $v_c=\lambda\Gamma_s$,

$$
P(s)=\exp\left[-\frac{v_c}{v}\left(1-e^{-s/\lambda}\right)\right].
$$

Far from the surface $e^{-s/\lambda}$ vanishes, which leaves

$$
\boxed{P=\exp\left(-\frac{v_c}{v}\right),\qquad v_c=\lambda\Gamma_s.}
$$

The continuous rate has the same effect on the final survival as a uniform layer of thickness $\lambda$ and rate $\Gamma_s$.

The exponential profile is not what produces the inverse-velocity law. Any rate profile with a finite integral gives $\ln P=-C/v$ with $C=\int_0^\infty\Gamma\,ds$, provided that the profile does not itself depend on $v$. A Gaussian rate $\Gamma_s e^{-(s/\lambda)^2}$, for example, gives $C=\sqrt\pi\,\lambda\Gamma_s/2$. An observed straight line of $\ln P$ against $1/v$ therefore does not show that the rate is exponential. The exponential profile supplies the value $v_c=\lambda\Gamma_s$ and the way in which the exponent is built up along the path.

For $v\gg v_c$ expansion of the exponential gives $P\simeq1-v_c/v$, which is the result for at most one weak chance of capture. For $v\ll v_c$ survival becomes very small. In that limit a weak process that returns neutrals to the ionic state can dominate the result, as shown below.

### Numbers for a copper-like case

Take an ion of mass 63.5 u, a rough value for copper. Choose $\lambda=0.05$ nm, $\hbar\Gamma_s=0.20$ eV and $z_0=0.20$ nm. The rate at the start is $\Gamma_s=0.304$ fs$^{-1}$, so

$$
v_c=0.05\times0.3039=0.0152\ \text{nm/fs}=15.2\ \text{km/s}.
$$

In Hartree atomic units this is 0.0069.

At a kinetic energy $E=10$ eV the relation $E=mv^2/2$ gives $v=5.51$ km/s. Then $v_c/v=15.19/5.513=2.76$ and $P=e^{-2.76}=0.064$. At 5 eV the result is 0.020, and at 100 eV it is 0.42. All three values apply to motion along the normal without image attraction.

At a fixed emission angle $v\propto E^{1/2}$. Hence

$$
\frac{d\ln P}{d\ln E}
=\frac{d(-v_c/v)}{d\ln v}\,\frac{d\ln v}{d\ln E}
=\frac{v_c}{v}\times\frac12 .
$$

At 10 eV this is 1.38. An energy higher by 1% raises the survival probability by about 1.4% of its value, with angle and rate parameters held fixed.

For a straight path at angle $\theta$ to the normal, the distance from a flat surface grows as $ds=v_{\rm tot}\cos\theta\,dt$. The velocity in the law is therefore $v=v_{\rm tot}\cos\theta$. An ion of 40 eV at $60^\circ$ has twice the speed of a 10 eV ion and half of it along the normal, so the two survive equally often. A simulation of 200,000 such oblique paths, with random capture events drawn from the local rate, gave 0.0636, in agreement with the law.

### Where the charge state freezes

An ion that has already reached $s$ has the exponent of the remaining path still before it:

$$
\frac1v\int_s^\infty\Gamma(s')ds'
=\frac{v_c}{v}e^{-s/\lambda}.
$$

Its probability of surviving from there is

$$
P_{\rm later}(s)=\exp\left(-\frac{v_c}{v}e^{-s/\lambda}\right).
$$

A useful freezing distance is the point at which the remaining exponent equals one. Setting $(v_c/v)e^{-s_f/\lambda}=1$ and taking the logarithm gives

$$
s_f=\lambda\ln\frac{v_c}{v}\qquad(v<v_c).
$$

At 10 eV, $s_f=0.05\ln2.756=0.051$ nm. An ion that gets this far survives the rest with probability $e^{-1}=0.368$; the simulated paths gave 0.370. For $v>v_c$ the remaining exponent is already below one at the start, and no such point exists on the path.

The freezing distance is not the place where most ions are neutralized. The probability of capture per unit distance is $\Gamma(s)P(s)/v$. Both $\Gamma$ and $P$ decrease with $s$, so this density is largest at the start.

### Image attraction bends the line

An ion at distance $z$ from a metal is attracted by its image at distance $2z$. The force is $e^2/[4\pi\epsilon_0(2z)^2]$, and its integral from $z$ to infinity is

$$
V(z)=\frac{e^2}{16\pi\epsilon_0 z}.
$$

The potential energy of the ion is $-V$. If $E$ now denotes the kinetic energy far away, energy conservation reads $mv^2(s)/2-V=E$. The local velocity is thus

$$
v(s)=v\sqrt{1+\frac{V}{E}},
$$

where $v$ without an argument is the final velocity. The ion is faster near the surface than at the detector and spends less time there. For $V\ll E$ we use $(1+V/E)^{-1/2}\simeq1-V/(2E)$:

$$
-\ln P\simeq\frac{\Gamma_s}{v}\int_0^\infty e^{-s/\lambda}
\left(1-\frac{V}{2E}\right)ds
=\frac{v_c}{v}\left(1-\frac{\bar V}{2E}\right),
$$

$$
\bar V=\frac1\lambda\int_0^\infty V(z_0+s)e^{-s/\lambda}ds .
$$

Since $E=mv^2/2$, the correction to $\ln P$ is $+v_c\bar V/(mv^3)$. It grows faster than $1/v$ and bends the line upward on the slow side.

For the example $V(z_0)=1.80$ eV and $\bar V=1.49$ eV. So close to the surface the classical image potential is itself an approximation. At 10 eV the first-order factor is $1-1.486/20=0.926$, and the exponent becomes $2.756\times0.926=2.55$, so $P\simeq0.078$. The integral without expansion gives 0.076. Relative to the constant-velocity law, the full image correction raises $P$ by 20% at 10 eV, by 61% at 5 eV and by 0.6% at 100 eV. A straight line drawn through the points at 5 and 100 eV has the slope $-12.8$ km/s. Read as $-v_c$, it would put the characteristic velocity 15% too low.

### Reverse transfer sets a floor

Now let neutrals lose an electron to the metal at a rate $r\Gamma$, with constant $r$. The balance is

$$
\frac{dP}{dt}=-\Gamma P+r\Gamma(1-P)
=-(1+r)\Gamma\left(P-\frac{r}{1+r}\right).
$$

The bracket decays exponentially with integrated rate $(1+r)v_c/v$. Its initial value is $1-r/(1+r)=1/(1+r)$. Therefore

$$
P=\frac{r}{1+r}+\frac{1}{1+r}\exp\left[-(1+r)\frac{v_c}{v}\right].
$$

At low velocity $P$ tends to $r/(1+r)$ instead of zero, so $\ln P$ is no longer linear in $1/v$.

For exchange with electrons in equilibrium at temperature $T$, detailed balance fixes $r$. Let the atomic level lie an energy $\Delta$ below the Fermi level, and let the neutral atom have two spin states and the ion one. Their equilibrium weights are $2e^{\Delta/kT}$ and 1. In a stationary state $\Gamma P=r\Gamma(1-P)$, so $r$ is the ratio of ions to neutrals:

$$
r=\tfrac12e^{-\Delta/kT}.
$$

With a rough ionization energy of 7.7 eV and a work function of 4.6 eV, the level lies 3.1 eV below the Fermi level far away. Near the surface the image energy lowers the cost of ionization by $V$, so $\Delta=3.1-V$, which is 1.3 eV at the start. At 300 K this gives $r\sim10^{-22}$, which is negligible here. At an assumed electron temperature of 3000 K, $r=0.0033$. With $r$ kept at this value, $P$ at 5 eV rises from 0.0203 to 0.0232, or by 14%. In fact $\Delta$ increases as the ion leaves and reverse transfer weakens. Integration of the balance with the moving level gives 0.0208, a rise of 2%. These figures hold the capture rate $\Gamma$ at its cold value. At fixed coupling, hot electrons also leave some states at the level empty, which multiplies both rates by the occupation $1/(1+e^{-\Delta/kT})$. The two rises then become 17% and 3%.

### A spread of starting distances

An ion that starts farther out by $\delta$ meets the initial rate $\Gamma_se^{-\delta/\lambda}$, so its characteristic velocity is $v_ce^{-\delta/\lambda}$. Write $c=v_c/v$ and $y=\delta/\lambda$. The function $f(y)=\exp(-ce^{-y})$ has

$$
f'=ce^{-y}f,\qquad f''=(c^2e^{-2y}-ce^{-y})f .
$$

For a symmetric narrow spread the linear term averages to zero, and

$$
\langle P\rangle\simeq e^{-c}\left[1+\frac{\langle\delta^2\rangle}{2\lambda^2}(c^2-c)\right].
$$

The average is raised for $c>1$ and lowered for $c<1$. A uniform spread of $\pm0.010$ nm has $\langle\delta^2\rangle/\lambda^2=0.2^2/3=0.0133$. At 10 eV the relative change is $0.00667\times(7.60-2.76)=3.2\%$, in agreement with the directly averaged value $P=0.0656$. The slope between 5 and 100 eV is reduced by 2.4%.

## Second half: survival from electron amplitudes

### Symbols and results carried over

The ion starts at $s=0$ and moves outward with constant normal velocity $v$. The neutralization rate is $\Gamma(s)=\Gamma_se^{-s/\lambda}$, the characteristic velocity is $v_c=\lambda\Gamma_s$, and $c=v_c/v$. The atomic level lies $\Delta$ below the Fermi level. The rate equation without reverse transfer gave $P=e^{-c}$. In the example $\lambda=0.05$ nm, $\hbar\Gamma_s=0.20$ eV and $\Delta=1.3$ eV at the start; at 10 eV, $c=2.76$ and $P=0.064$.

The rate equation took for granted that capture has no memory and that a captured electron does not return. The second derivation starts from quantum amplitudes and finds when both statements follow.

### The model

Consider one atomic state $a$ and many metal states $k$, without spin at first. Electrons do not interact with one another except through the energies assigned to these states. The nucleus follows the classical path $s=vt$, so the coupling between $a$ and $k$ depends on time:

$$
V_k(t)=V_k e^{-vt/(2\lambda)} .
$$

The factor 2 appears because a rate is proportional to the square of a coupling. The tail of an electron state at the Fermi level without momentum along the surface falls as $e^{-\kappa z}$ with $\kappa=\sqrt{2m_e\Phi}/\hbar$, where $\Phi$ is the work function. At the same energy, states with momentum along a smooth surface fall faster. The squared coupling then falls as $e^{-2\kappa z}$, which suggests $\lambda\simeq1/(2\kappa)$. For $\Phi=4.6$ eV this is 0.046 nm. Electrons captured at the energy of the atomic level are bound more deeply by $\Delta$; with $\Phi+\Delta=5.9$ eV in place of $\Phi$ the estimate is 0.040 nm. As the level sinks toward its distant value of 7.7 eV the estimate falls to 0.035 nm. The chosen 0.05 nm is of this order but lies above all three estimates; with 0.04 nm and the same $\Gamma_s$, the survival at 10 eV would be 0.11 instead of 0.064.

Let $c_a$ and $c_k$ be the operators that remove an electron from the two kinds of state. The letter $c$ without an index remains the number $v_c/v$. With real couplings the Heisenberg equations are

$$
i\hbar\dot c_a=\varepsilon_a c_a+\sum_kV_k(t)c_k,
\qquad
i\hbar\dot c_k=\varepsilon_kc_k+V_k(t)c_a .
$$

They are linear because the electrons are independent.

The rate equation has given the survival law $P=\exp(-v_c/v)$ and its main corrections, but it took for granted that capture has no memory and that a captured electron does not return. The amplitude equations are now set up; it remains to solve them and find when both statements follow.
